# Polar-Optical Phonon Emission: The Rate and Its One-Phonon Threshold

A Monte Carlo simulation of hot electrons in a transistor reads its scattering rates from a table in the electron energy. Someone has to decide what the table holds near one optical-phonon energy: whether emission switches on there with a jump or from zero, and how to interpolate in the first cells above. The choice affects how readily electrons just above that energy give heat to the lattice. The theorem below settles it at leading order in the coupling for a bulk polar semiconductor, where electrons move freely in three dimensions. It does not cover a channel so thin that the band splits into separate subbands. In a thin layer, confined in one direction, the density of final states starts with a step and emission starts with a jump. In a wire, confined in two directions, that density and the first-order rate grow as $(E-\omega)^{-1/2}$ toward threshold.

## Setting and theorem

Hartree atomic units are used ($\hbar=e=m_e=4\pi\varepsilon_0=1$). The assumptions are these.

1. The electron moves in three dimensions in an isotropic, parabolic band, $E=k^2/2m$, with $E$ measured from the band bottom. The Bloch overlap between initial and final states is one.
2. The longitudinal optical phonon has the same energy $\omega$ at every wavevector $\mathbf q$. It couples through the Fröhlich interaction
$$H_{\rm int}=\sum_{\mathbf q}\left(M_{\mathbf q}\,a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+M_{\mathbf q}^*\,a_{\mathbf q}^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).$$
3. The coupling is weak enough for first-order perturbation theory.
4. Phonons are thermal at temperature $T$, final electron states are empty, and free carriers do not screen the interaction.
5. The crystal volume $V$ is large, and the wavevectors involved lie well inside the Brillouin zone.

Let $\varepsilon_\infty$ and $\varepsilon_s$ be the dielectric constants with the ions frozen and with the ions free to relax. Define
$$\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},\qquad \alpha=\kappa\sqrt{\frac{m}{2\omega}},\qquad N=\frac1{e^{\omega/k_BT}-1},\qquad x=\frac E\omega .$$

**Theorem.** Let $P(t)$ be the first-order probability of phonon emission in time $t$, and $W_{\rm em}=\lim_{t\to\infty}P(t)/t$. Then
$$W_{\rm em}=\begin{cases}\dfrac{2\alpha\omega(N+1)}{\sqrt x}\,\operatorname{arsinh}\sqrt{x-1}, & x>1,\\[2mm] 0, & x\le 1.\end{cases}$$

## Lemma 1: the strength of the coupling

**Lemma.** $|M_{\mathbf q}|^2=2\pi\omega\kappa/(Vq^2)$.

**Proof.** Place two fixed electrons at $\mathbf r_1$ and $\mathbf r_2$, with $\mathbf r=\mathbf r_1-\mathbf r_2$. Each mode feels a constant force $g=M_{\mathbf q}(e^{i\mathbf q\cdot\mathbf r_1}+e^{i\mathbf q\cdot\mathbf r_2})$. Completing the square gives
$$\omega a^\dagger a+ga+g^*a^\dagger=\omega\left(a^\dagger+\frac g\omega\right)\left(a+\frac{g^*}\omega\right)-\frac{|g|^2}\omega .$$
The first term is a shifted oscillator with an unchanged spectrum, so the mode energy drops by
$$\frac{|g|^2}{\omega}=\frac{2|M_{\mathbf q}|^2}{\omega}\left(1+\cos\mathbf q\cdot\mathbf r\right).$$
The constant part is the energy of two separate charges. The rest is an attraction between them, $-2|M_{\mathbf q}|^2\cos(\mathbf q\cdot\mathbf r)/\omega$.

With frozen ions the repulsion is $1/(\varepsilon_\infty r)$; with relaxed ions it is $1/(\varepsilon_s r)$. The phonons must supply the difference:
$$-\sum_{\mathbf q}\frac{2|M_{\mathbf q}|^2}{\omega}\cos\mathbf q\cdot\mathbf r=-\frac\kappa r .$$
Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the Fourier coefficient of $1/r$ is $4\pi/(Vq^2)$. By isotropy $|M_{\mathbf q}|^2$ is even in $\mathbf q$, so coefficients can be compared: $2|M_{\mathbf q}|^2/\omega=4\pi\kappa/(Vq^2)$. ∎

The factor $1/q^2$ is the long range of the electric field of the polar mode. If $\varepsilon_s=\varepsilon_\infty$, the ions carry no polarization and the coupling vanishes.

## Lemma 2: from probability to rate

**Lemma.** If $E>\omega$, then
$$W_{\rm em}=2\pi\sum_{\mathbf q}|M_{\mathbf q}|^2(N+1)\,\delta(\Delta_{\mathbf q}),\qquad \Delta_{\mathbf q}=E_{\mathbf k-\mathbf q}+\omega-E_{\mathbf k}.$$
If $E\le\omega$, then $W_{\rm em}=0$.

**Proof.** The term with $a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$ takes the electron from $\mathbf k$ to $\mathbf k-\mathbf q$ and the mode from $n$ to $n+1$ quanta, with matrix element $M_{\mathbf q}^*\sqrt{n+1}$. The first-order amplitude is
$$c(t)=-iM_{\mathbf q}^*\sqrt{n+1}\int_0^t e^{i\Delta_{\mathbf q}\tau}d\tau,\qquad |c|^2=|M_{\mathbf q}|^2(n+1)\left[\frac{\sin(\Delta_{\mathbf q}t/2)}{\Delta_{\mathbf q}/2}\right]^2 .$$
The thermal mean of $n$ is $N$, so summing over $\mathbf q$ gives $P(t)$ with $n+1$ replaced by $N+1$.

The square bracket, squared, has its peak at $\Delta=0$ with a width of order $1/t$. Its area follows from $u=\Delta t/2$:
$$\int_{-\infty}^{\infty}\left[\frac{\sin(\Delta t/2)}{\Delta/2}\right]^2d\Delta=2t\int_{-\infty}^\infty\frac{\sin^2u}{u^2}\,du=2\pi t .$$
For $E>\omega$ the value $\Delta=0$ lies inside the range of final states, and at long times the peak acts as $2\pi t\,\delta(\Delta)$. This is the stated rate.

For $E<\omega$ the final kinetic energy cannot be negative, so $\Delta\ge\omega-E>0$. The squared bracket is at most $4/\Delta^2$. The sum of $4|M_{\mathbf q}|^2(N+1)/\Delta^2$ converges, because $q^2dq$ cancels the $1/q^2$ of the coupling and $\Delta$ grows as $q^2/2m$. Hence $P$ is bounded and $P/t\to0$.

For $E=\omega$, $\Delta$ equals the final kinetic energy $k'^2/2m$. Near $k'=0$ the number of states goes as $k'^2dk'\propto\sqrt\Delta\,d\Delta$. The same substitution shows that this region contributes to $P$ a term proportional to $\sqrt t\int u^{-3/2}\sin^2u\,du$, with a convergent integral. Again $P/t\to0$. ∎

**Remark: the bounded probability in numbers.** Write the sum over final wavevectors $\mathbf k'=\mathbf k-\mathbf q$. The angular integral of $1/|\mathbf k-\mathbf k'|^2$ over the cosine is $(1/kk')\ln[(k+k')^2/(k-k')^2]/2$, so
$$P(t)=\frac{(N+1)\omega\kappa}{2\pi k}\int_0^\infty k'\,\ln\left|\frac{k+k'}{k-k'}\right|\left[\frac{\sin(\Delta t/2)}{\Delta/2}\right]^2dk' .$$
I evaluated this by the midpoint rule up to $k'=8k$, for the parameters of the example below. At $E=0.8\,\omega$, $P=0.1915$ at $t=400/\omega$ and $0.1916$ at twice that time; the states beyond $8k$ would add about $0.0001$ to both values. At $E=1.2\,\omega$ it doubles, from 27.1 to 54.3. Values above one are no longer probabilities, but their slope is still the first-order rate. Below threshold the electron carries a lattice distortion with it, but at first order it emits no steady stream of phonons. In a warm crystal it can still emit after absorbing a phonon, which lifts it above threshold.

## Proof of the theorem

Let $E>\omega$, and let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. Then
$$\Delta=\frac{k^2-2kqc+q^2}{2m}+\omega-\frac{k^2}{2m}=\frac{q^2}{2m}-\frac{kqc}m+\omega .$$
Replace the sum by $V/(2\pi)^3\int2\pi q^2\,dq\,dc$ and insert Lemma 1:
$$W_{\rm em}=2\pi\cdot\frac{V}{8\pi^3}\cdot2\pi\cdot\frac{2\pi\omega\kappa}{V}(N+1)\int dq\int_{-1}^1dc\;\delta(\Delta).$$
The numerical factors multiply to one. The volume cancels, and so does $q^2$ against $1/q^2$.

The delta function is used up by the $c$ integral. Since $|\partial\Delta/\partial c|=kq/m$, it gives $m/(kq)$ if the solution
$$c=\frac{q^2+2m\omega}{2kq}$$
lies in $[-1,1]$, and zero otherwise. This $c$ is positive, so the condition is $q^2-2kq+2m\omega\le0$, or
$$q_-\le q\le q_+,\qquad q_\pm=k\pm k',\qquad k'=\sqrt{k^2-2m\omega}.$$
Here $k'$ is the electron's wavevector after emission. It is real when $k^2\ge2m\omega$, that is, $E\ge\omega$: the threshold appears again as the closing of the allowed interval. Therefore
$$W_{\rm em}=(N+1)\,\omega\kappa\,\frac mk\int_{q_-}^{q_+}\frac{dq}q=(N+1)\,\omega\kappa\,\frac mk\,\ln\frac{q_+}{q_-}.$$

Now $q_+q_-=k^2-k'^2=2m\omega$, so $q_+/q_-=q_+^2/(2m\omega)$. With $k=\sqrt{2m\omega x}$ and $k'=\sqrt{2m\omega(x-1)}$,
$$\ln\frac{q_+}{q_-}=2\ln\left(\sqrt x+\sqrt{x-1}\right)=2\operatorname{arsinh}\sqrt{x-1},$$
because $\operatorname{arsinh}y=\ln(y+\sqrt{y^2+1})$. Finally $\kappa m/k=\kappa\sqrt{m/2\omega}/\sqrt x=\alpha/\sqrt x$. The case $E\le\omega$ is Lemma 2. ∎

## Shape of the rate

**Onset.** Let $\delta=x-1\ll1$. From $\operatorname{arsinh}\sqrt\delta=\sqrt\delta\,(1-\delta/6+\dots)$ and $x^{-1/2}=1-\delta/2+\dots$,
$$W_{\rm em}=2\alpha\omega(N+1)\sqrt\delta\left(1-\tfrac23\delta+\dots\right).$$
The rate starts from zero with infinite slope. At threshold the electron ends at rest, every emitted phonon has $q\approx\sqrt{2m\omega}$, and the rate follows the density of final states, which is proportional to $k'$.

**Maximum.** Put $x=\cosh^2u$. Then $W_{\rm em}\propto u/\cosh u$, whose derivative vanishes when $u\tanh u=1$. The left side rises steadily from zero, so there is one root. A bracketing root search gives $u=1.1997$, hence $x=3.277$.

**High energy.** For $x\gg1$, $\sqrt x+\sqrt{x-1}\to2\sqrt x$, and
$$W_{\rm em}\approx\alpha\omega(N+1)\frac{\ln(4x)}{\sqrt x}.$$
The fall comes from the weakening of the coupling at large $q$, not from its long range. If $1/q^2$ in $|M_{\mathbf q}|^2$ is replaced by $1/(q^2+\lambda^2)$ with a fixed $\lambda$, the range becomes finite, yet the rate still falls as $\ln x/\sqrt x$ at leading order. Only the coefficient is halved, because the part of the logarithm that came from small $q$ is lost. This halving is a limit approached only logarithmically: for $\lambda=0.3\sqrt{2m\omega}$ the rate is still 0.80 of the unscreened one at $x=10$ and 0.65 at $x=1000$. A coupling independent of $q$ would leave $(m/k)\int q\,dq=(m/k)(q_+^2-q_-^2)/2=2mk'$, which keeps growing with energy.

**Deflection.** The turning angle $\theta$ obeys $q^2=k^2+k'^2-2kk'\cos\theta$, so a turn below $90^\circ$ means $q<\sqrt{k^2+k'^2}$. As $q$ is distributed as $dq/q$, the fraction of such emissions is
$$F=\frac{\ln\left(\sqrt{k^2+k'^2}/q_-\right)}{\ln(q_+/q_-)} .$$
With $s=k'/k\to0$ the numerator tends to $s$ and the denominator to $2s$, so $F\to\tfrac12$: at threshold the electron's final direction has no preferred side, although the phonon itself leaves along $\mathbf k$. For $s\to1$ both logarithms are dominated by $-\ln(1-s)$ and $F\to1$.

## Corollary: heat given to the lattice

Absorption takes $\mathbf k$ to $\mathbf k+\mathbf q$ with the factor $N$ in place of $N+1$. Energy conservation, $q^2/2m+kqc/m-\omega=0$, allows $q$ from $k''-k$ to $k''+k$, with $k''=\sqrt{k^2+2m\omega}$. The product of these limits is again $2m\omega$, and the same integral gives
$$W_{\rm abs}=\frac{2\alpha\omega N}{\sqrt x}\operatorname{arsinh}\sqrt x .$$
There is no threshold. The mean net power from an electron of energy $E$ into the optical modes is $\omega(W_{\rm em}-W_{\rm abs})$, which is negative for $E\le\omega$.

Consider a dilute electron gas with a Maxwell–Boltzmann distribution at temperature $T_e$, and let $b=\omega/k_BT_e$. The weight of energy $x$ is $\sqrt x\,e^{-bx}$, and its root cancels the $1/\sqrt x$ of the rates. Shifting $x=y+1$ in the emission term gives
$$\langle W_{\rm em}-W_{\rm abs}\rangle\propto\left[(N+1)e^{-b}-N\right]\int_0^\infty e^{-by}\operatorname{arsinh}\sqrt y\,dy .$$
Since $N/(N+1)=e^{-\omega/k_BT}$, the bracket vanishes at $T_e=T$ and is positive for $T_e>T$. Within the model, heat flows from the hotter system to the colder one.

## Worked example

Take a model polar semiconductor with $m=0.05$, $\omega=0.0015$ hartree, $\varepsilon_\infty=10$, $\varepsilon_s=12$ and $T=300$ K, so that $k_BT=9.500\times10^{-4}$ hartree. Then
$$\kappa=\tfrac1{10}-\tfrac1{12}=0.01667,\quad \alpha=0.01667\sqrt{\frac{0.05}{0.0030}}=0.0680,\quad N=\frac1{e^{0.0015/0.00095004}-1}=0.2598 .$$

For an electron at $E=4\omega=0.0060$ hartree, $k=\sqrt{2(0.05)(0.0060)}=0.02449$ and $k'=\sqrt{2(0.05)(0.0045)}=0.02121$ inverse bohr. Hence $q_-=0.00328$, $q_+=0.04571$, and $\ln(q_+/q_-)=2.634$. The rate is
$$W_{\rm em}=1.2598\times0.0015\times0.01667\times\frac{0.05}{0.02449}\times2.634=1.693\times10^{-4}$$
per atomic time unit, or $7.0\times10^{12}\ \mathrm{s^{-1}}$. The mean time to emission, $1/W_{\rm em}$, is 143 fs. A fraction $F=0.87$ of the emissions turn the electron by less than $90^\circ$.

The formulas give these rates, in $10^{-4}$ per atomic time unit:

| $E/\omega$ | emission | absorption |
|---|---|---|
| 0.80 | 0 | 0.477 |
| 1.01 | 0.255 | 0.467 |
| 1.10 | 0.763 | 0.463 |
| 1.20 | 1.018 | 0.459 |
| 1.50 | 1.383 | 0.447 |
| 2.00 | 1.603 | 0.430 |
| 4.00 | 1.693 | 0.383 |
| 10.00 | 1.479 | 0.313 |

At $4\omega$ the net power is $0.0015\,(1.693-0.383)\times10^{-4}=1.97\times10^{-7}$ hartree per atomic time unit, or $3.5\times10^{-8}$ W per electron. At $1.01\,\omega$ absorption still exceeds emission: crossing the threshold does not at once make an electron a source of heat. The sign has changed by $1.10\,\omega$.

The table also answers the opening question. Linear interpolation in energy between zero at $\omega$ and 1.018 at $1.20\,\omega$ gives 0.509 at $1.10\,\omega$, one third below the formula's 0.763. Interpolation in $\sqrt{E/\omega-1}$ gives $1.018\sqrt{0.10/0.20}=0.720$, about 6% below, because the onset is linear in that variable.

## Where the result fails

The golden rule needs a time long enough to resolve the energy balance and short compared with the lifetime. Far above threshold this asks for a total scattering rate small against $\omega$; at $4\omega$ the ratio is 0.14. Near threshold the energy to be resolved is $E-\omega$, and the total scattering rate must be small against it. At $1.01\,\omega$ that energy is $0.15\times10^{-4}$ hartree, while the two rates add to $0.72\times10^{-4}$. The condition is violated, and the true onset is smeared there. At $1.10\,\omega$ the numbers are $1.5\times10^{-4}$ and $1.23\times10^{-4}$, so the condition is not met there either: the interpolation errors found above measure how well a table reproduces the first-order formula, not the true rate. At $1.50\,\omega$ the numbers are $7.5\times10^{-4}$ and $1.83\times10^{-4}$, and the condition is moderately met.

The coupling also lowers the band. For an electron at rest and no thermal phonons, second-order perturbation theory gives a lowering of
$$\sum_{\mathbf q}\frac{|M_{\mathbf q}|^2}{\omega+q^2/2m}=\frac{\omega\kappa}\pi\int_0^\infty\frac{dq}{\omega+q^2/2m}=\frac{\omega\kappa}{\pi}\cdot\frac\pi2\sqrt{\frac{2m}\omega}=\alpha\omega ,$$
here 7% of a phonon energy. A uniform shift cancels from $\Delta$; its dependence on $k$ does not, and is neglected. Near threshold this is not a small omission. For an electron at $E=\omega$ the denominator becomes $\omega+E_{\mathbf k-\mathbf q}-E_{\mathbf k}$ and the lowering is $\pi\alpha\omega/2$. The neglected difference is then about $0.04\,\omega$ without thermal phonons and about $0.05\,\omega$ at the 300 K of the example. Both are more than the distance of the entry at $1.01\,\omega$ from the threshold. Dense carriers violate assumption 4 by screening the small-$q$ coupling and by filling final states. They also change the phonon mode itself once their plasma energy $\sqrt{4\pi n/(\varepsilon_\infty m)}$ comes near $\omega$, which in the example happens at a density $n$ of about $6\times10^{17}\ \mathrm{cm^{-3}}$. At high energy the band ceases to be parabolic. In the example $10\,\omega$ is already 0.41 eV, not small against a gap of order 1 eV. The density of final states then grows faster than in a parabolic band, which can flatten or remove the fall of the rate, so the maximum at $3.28\,\omega$ should not be expected in every real material. Lastly, the power computed here enters optical phonons. If they decay slowly, $N$ rises above its thermal value, and both rates must be recomputed with the actual occupation.
